# Delta well in a static field: Stark shift and tunnelling width

Before computing an energy level in a static electric field, one has to decide whether a bound-state calculation is enough. A real symmetric Hamiltonian matrix has real eigenvalues, so one of its eigenvalues can give a level shift but does not by itself carry a decay rate. If the decay rate matters at the accuracy required, the coupling to the continuum must be treated; here this is done with an outgoing boundary condition, which makes the energy complex. The choice depends on how the width of the level compares with its shift and with the tolerated error. For a particle bound by a one-dimensional delta well, both quantities follow from a single equation.

## The model and the meaning of its energy

Hartree atomic units are used. The Hamiltonian is

$$H=-\frac12\frac{d^2}{dx^2}-\delta(x)-Fx,\qquad F>0, \tag{1}$$

so the force points towards positive $x$. Integrating $H\psi=E\psi$ over a vanishing interval around the origin leaves the kinetic and delta terms, $-\frac12[\psi'(0^+)-\psi'(0^-)]-\psi(0)=0$. Hence $\psi$ is continuous and

$$\psi'(0^+)-\psi'(0^-)=-2\psi(0). \tag{2}$$

At $F=0$ a bound state has the form $e^{-k|x|}$ with $E=-k^2/2$. Its slope jumps by $-2k$, so (2) gives $k=1$ and $E=-1/2$.

For $F>0$ the potential falls without limit on the right. At real energy every nonzero solution there oscillates with an amplitude proportional to $x^{-1/4}$ at large $x$. Its square falls as $x^{-1/2}$, which is not integrable, so there is no bound state. The former bound state becomes a resonance with complex energy

$$E=E_r-\frac{i\Gamma}{2}. \tag{3}$$

The time factor $e^{-iEt}$ then makes $|\psi|^2$ decay as $e^{-\Gamma t}$. The resonance is defined by a wave function that vanishes as $x\to-\infty$ and contains no incoming wave as $x\to+\infty$. We follow the solution that tends to $E=-1/2$ as $F\to0^+$. Other complex solutions are not considered.

## The transcendental equation

Away from the origin, $\psi''=-2F(x+E/F)\psi$. Define

$$s=(2F)^{1/3},\qquad z=-s\left(x+\frac EF\right). \tag{4}$$

Since $dz/dx=-s$, the left side is $s^2\psi_{zz}$. The right side is $(2F/s)z\psi=s^2z\psi$, because $2F=s^3$. Therefore

$$\psi_{zz}=z\psi, \tag{5}$$

which is Airy's equation. Its standard solutions $\mathrm{Ai}(z)$ and $\mathrm{Bi}(z)$ are written $A(z)$ and $B(z)$ below. With $\zeta=\frac23z^{3/2}$, their leading forms for large positive $z$ are

$$A\simeq\frac{e^{-\zeta}}{2\sqrt\pi\,z^{1/4}},\qquad
B\simeq\frac{e^{\zeta}}{\sqrt\pi\,z^{1/4}}. \tag{6}$$

The limit $x\to-\infty$ is $z\to+\infty$, so the decaying solution on the left is $A(z)$. On the far right $z=-y$ with $y$ large and positive. With $\theta=\frac23y^{3/2}$, the leading forms are

$$A(-y)\simeq\frac{\sin(\theta+\pi/4)}{\sqrt\pi\,y^{1/4}},\qquad
B(-y)\simeq\frac{\cos(\theta+\pi/4)}{\sqrt\pi\,y^{1/4}}. \tag{7}$$

The combination $G=B+iA$ is thus proportional to $e^{i\theta}$. At real energy $d\theta/dx=s\sqrt y>0$, so the local momentum is positive and $G$ is the outgoing wave. Its analytic continuation defines the outgoing condition at complex energy.

The value of $z$ at the origin is

$$z_0=-\frac{sE}{F}=-\frac{2E}{s^2}. \tag{8}$$

A function continuous at the origin is $\psi=G(z_0)A(z)$ for $x<0$ and $\psi=A(z_0)G(z)$ for $x>0$. Using $d/dx=-s\,d/dz$, its slope jump is

$$\psi'(0^+)-\psi'(0^-)=-s\,[AG'-A'G]_{z_0}. \tag{9}$$

The bracket is a Wronskian. The part $iA$ of $G$ contributes nothing to it, which leaves $AB'-A'B$. This is constant, since its derivative is $AB''-A''B=zAB-zAB=0$. At large $z$, (6) gives $A'\simeq-\sqrt zA$ and $B'\simeq\sqrt zB$, so the constant is $2\sqrt z\,AB=1/\pi$. Condition (2) becomes $-s/\pi=-2A(z_0)G(z_0)$, or

$$\boxed{2\pi\,\mathrm{Ai}(z_0)\left[\mathrm{Bi}(z_0)+i\,\mathrm{Ai}(z_0)\right]=(2F)^{1/3}.} \tag{10}$$

No solution with $\psi(0)=0$ has been lost. Such a solution would have a continuous slope, so $A$ and $G$ would both have to vanish at $z_0$, which their nonzero Wronskian forbids.

For small $F$, $z_0$ is large and positive near $E=-1/2$. The product $AB$ then varies as a power of $z_0$, while $A^2$ is exponentially small. The first determines the shift and the second the width.

## The energy shift

Let $w=AB$. Airy's equation gives

$$w''=2zw+2A'B',\qquad (A'B')'=z(AB'+A'B)=zw'.$$

Differentiating the first relation and using the second gives

$$w'''-4zw'-2w=0. \tag{11}$$

By (6), $w\simeq1/(2\pi\sqrt z)$. Insert the expansion

$$w=\frac1{2\pi\sqrt z}\sum_{n\ge0}c_nz^{-3n},\qquad c_0=1. \tag{12}$$

A power $z^{-a}$ contributes $(4a-2)z^{-a}$ through the last two terms of (11). With $a=3n+\frac12$ this factor is $12n$. The third derivative of the preceding power, $z^{-b}$ with $b=3n-\frac52$, is $-b(b+1)(b+2)z^{-b-3}$, and $b+3=a$. Equating the total coefficient to zero gives

$$12n\,c_n=\left(3n-\tfrac52\right)\left(3n-\tfrac32\right)\left(3n-\tfrac12\right)c_{n-1}. \tag{13}$$

The first two coefficients are

$$c_1=\frac{15/8}{12}=\frac5{32},\qquad
c_2=\frac{693/8}{24}\,\frac5{32}=\frac{1155}{2048}. \tag{14}$$

For large $n$, (13) gives $c_n/c_{n-1}\simeq9n^2/4$. The series (12) therefore diverges for every finite $z$. It is an asymptotic series: a fixed number of terms becomes accurate as $z$ grows.

Now write $E=-k^2/2$. From (8), $z_0=k^2/s^2$, so $\sqrt{z_0}=k/s$ and $z_0^3=k^6/(4F^2)$. Dropping the $A^2$ term of (10) for the moment leaves

$$\frac sk\left[1+c_1\frac{4F^2}{k^6}+c_2\frac{16F^4}{k^{12}}+\cdots\right]=s. \tag{15}$$

Cancelling $s$ and multiplying by $k$ gives

$$k=1+\frac{5F^2}{8k^6}+\frac{1155F^4}{128k^{12}}+O(F^6). \tag{16}$$

To lowest order $k=1+\frac58F^2$. Hence $k^{-6}=1-\frac{15}{4}F^2+O(F^4)$ in the second term, while $k^{-12}$ may be replaced by 1 in the third. The coefficient of $F^4$ is

$$\frac{1155}{128}-\frac58\cdot\frac{15}4=\frac{1155-300}{128}=\frac{855}{128}.$$

Therefore

$$k=1+\frac58F^2+\frac{855}{128}F^4+O(F^6). \tag{17}$$

In $E=-k^2/2$, the fourth-order coefficient is minus the sum of $855/128$ and half the square of $5/8$, which is $25/128$. The sum is $880/128=55/8$, so

$$\boxed{E_r=-\frac12-\frac58F^2-\frac{55}8F^4+O(F^6).} \tag{18}$$

Odd powers are absent because reversing the field is equivalent to reflecting $x$, which leaves the well unchanged. The quadratic term has the form $-\frac12\alpha F^2$, with static polarizability $\alpha=5/4$.

The next term is $-\frac{10625}{32}F^6$. The numerical check obtains the coefficients through this order both from the Airy series and from ordinary perturbation theory with polynomials times $e^{-|x|}$; the two sets agree as fractions. The ratio of the fourth-order to the second-order term is $11F^2$, and that of the sixth-order to the fourth-order term is about $48F^2$. At $F=0.1$ the latter is already 0.48, so a small second-order shift does not by itself guarantee that the truncated series is accurate.

## The width

All coefficients in (18) are real, so the width cannot appear at any of these orders. It comes from the term set aside in (15). Let $z_r$ be the real root of $2\pi AB=s$, and let $z_r+\Delta$ be the root of the full equation (10). To first order in $\Delta$ and $A^2$,

$$(AB)'\Delta+iA^2=0,\qquad \Delta=-\frac{iA^2}{(AB)'}, \tag{19}$$

with all functions evaluated at $z_r$. Since $E=-s^2z/2$, the energy changes by $-s^2\Delta/2=is^2A^2/[2(AB)']$. Comparison with (3) gives

$$\Gamma\simeq-\frac{s^2A^2(z_r)}{(AB)'(z_r)}. \tag{20}$$

This is positive, because $AB\simeq1/(2\pi\sqrt z)$ decreases with $z$.

To find the width beyond its leading factor, we need the first correction to $A$. Write $A\propto hv$ with $h=e^{-\zeta}z^{-1/4}$. Then $h'/h=-\sqrt z-1/(4z)$, and

$$\frac{h''}h=\left(\frac{h'}h\right)^2+\left(\frac{h'}h\right)'
=z+\frac1{2\sqrt z}+\frac1{16z^2}-\frac1{2\sqrt z}+\frac1{4z^2}
=z+\frac5{16z^2}. \tag{21}$$

Airy's equation for $hv$ becomes $v''+2(h'/h)v'+5v/(16z^2)=0$. For large $z$, where $v\to1$, the leading balance is $-2\sqrt z\,v'+5/(16z^2)=0$. Thus $v'=\frac5{32}z^{-5/2}$ and $v=1-\frac5{48}z^{-3/2}$. Since $z^{-3/2}=2/(3\zeta)$, this is $v=1-5/(72\zeta)$. Squaring and restoring the normalization from (6) gives

$$A^2=\frac{e^{-2\zeta}}{4\pi\sqrt z}\left[1-\frac5{36\zeta}+O(\zeta^{-2})\right]. \tag{22}$$

From (12), $(AB)'=-[1+O(z^{-3})]/(4\pi z^{3/2})$. Insert this and (22) into (20). The factors $4\pi$ cancel, and the remaining powers give $s^2z_r=k_r^2$, where $k_r$ is the real solution described by (17). Hence

$$\Gamma=k_r^2e^{-2\zeta_r}\left[1-\frac5{36\zeta_r}+O(F^2)\right],\qquad
\zeta_r=\frac23\frac{k_r^3}{s^3}=\frac{k_r^3}{3F}. \tag{23}$$

Two corrections are linear in $F$:

- From (17), $k_r^3=1+\frac{15}8F^2+O(F^4)$, so $2\zeta_r=2/(3F)+5F/4+O(F^3)$. The exponential therefore supplies the factor $1-5F/4$.
- In the bracket, $5/(36\zeta_r)=5F/12$ to this order.

The factor $k_r^2$ differs from 1 only at order $F^2$. Adding the two contributions, $\frac54+\frac5{12}=\frac53$, gives

$$\boxed{\Gamma=e^{-2/(3F)}\left[1-\frac53F+O(F^2)\right].} \tag{24}$$

The expression $e^{-2/(3F)}$ is thus the leading width at small field, not the width at finite field. Three quarters of its linear correction comes from the Stark shift. The level moves down by an amount of order $F^2$, but the exponent divides this shift by $F$.

### Accuracy of the linearization

The derivative of $A^2$ is approximately $-2\sqrt zA^2$, which is large compared with $A^2$ itself. The main second-order contribution to (10) therefore comes from the change of $A^2$ with $\Delta$. Calling the additional displacement $\Delta_2$, we have

$$(AB)'\Delta_2\simeq-i(A^2)'\Delta
\simeq\frac{2\sqrt z\,A^4}{(AB)'}. \tag{25}$$

The neglected curvature of $AB$ gives a term smaller by a factor of order $z^{-3/2}$, that is, of order $F$. Using (20) to replace $A^4/[(AB)']^2$ by $\Gamma^2/s^4$, the energy displacement is

$$-\frac{s^2\Delta_2}{2}\simeq-\frac{\sqrt z\,\Gamma^2}{s^2}
=-\frac{k_r\Gamma^2}{s^3}\simeq-\frac{\Gamma^2}{2F}. \tag{26}$$

It is real. The small term in (10) carries one factor of $i$, so even orders in it change $E_r$ and odd orders change $\Gamma$. The first correction to (20) is therefore of third order. Each additional order brings a factor of order $\Gamma/F$, and the relative correction to the width is of order $\Gamma^2/F^2$.

## Tunnelling and outgoing current

At the unperturbed energy $-1/2$, the local decay constant for $x>0$ is $\sqrt{1-2Fx}$. It vanishes at the barrier exit $x=1/(2F)$. The semiclassical exponent for a probability is

$$2\int_0^{1/(2F)}\sqrt{1-2Fx}\,dx
=2\left[-\frac{(1-2Fx)^{3/2}}{3F}\right]_0^{1/(2F)}
=\frac2{3F}. \tag{27}$$

A weaker field makes the barrier longer in proportion to $1/F$, which explains the exponential dependence on the inverse field.

The current also explains why the leading prefactor is 1. Let $j=\mathrm{Im}(\psi^*\psi')$. Away from the origin, $\psi''=-2(E+Fx)\psi$, so

$$j'=\mathrm{Im}(\psi^*\psi'')=-2\,\mathrm{Im}(E)\,|\psi|^2=\Gamma|\psi|^2. \tag{28}$$

At the origin the slope jump is a real multiple of $\psi$, and $j$ is continuous. Integration from the far left, where $j$ vanishes, gives

$$\Gamma\int_{-\infty}^X|\psi|^2dx=j(X). \tag{29}$$

The width is the outgoing current divided by the probability to the left of $X$. The upper limit must remain finite. Far beyond the barrier, (7) at complex energy gives $|\psi|^2\propto x^{-1/2}e^{\Gamma\sqrt{2x/F}}$. The factor $x^{-1/2}$ is already not integrable. The exponential makes the wave grow for $x$ beyond about $F/(2\Gamma^2)$, some $5\times10^4$ bohr at $F=0.1$: the particles found there left the well earlier, when its population was larger.

To leading order, take $\psi(0)=1$. The probability near the well is $\int e^{-2|x|}dx=1$. On the right $\psi=G(z)/G(z_0)$, and (10) gives $1/G(z_0)=2\pi A(z_0)/s$. At real energy $\mathrm{Im}(G^*G_z)=BA'-AB'=-1/\pi$. The factor $-s$ from $d/dx$ reverses this sign, and the current is

$$j=\frac{4\pi^2A^2(z_0)}{s^2}\,\frac s\pi
=\frac{4\pi A^2(z_0)}s\simeq e^{-2/(3F)}. \tag{30}$$

The last step uses (22) with $\sqrt{z_0}\simeq1/s$. Dividing by the unit probability reproduces the leading width.

## A numerical example

Take the model at $F=0.05$. Then $s=0.1^{1/3}=0.46416$. The second- and fourth-order energy shifts are

$$-\tfrac58(0.05)^2=-0.00156250,\qquad
-\tfrac{55}8(0.05)^4=-0.00004297.$$

Their sum with $-0.5$ is $-0.501605$ hartree. The root of (10) has $E_r=-0.501613$ hartree, or $-13.6496$ eV, corresponding to $\mathrm{Re}\,z_0=4.6566$. The truncated energy misses the root by $7.5\times10^{-6}$ hartree, about 0.5% of the total shift. The sixth-order term, $-5.2\times10^{-6}$ hartree, accounts for most of this difference.

For the width, the exponent is $2/(0.15)=13.333$, and the barrier exit lies at 10 bohr. The leading and corrected values are

$$e^{-13.333}=1.620\times10^{-6},\qquad
1.620\times10^{-6}\left(1-\tfrac{0.25}3\right)=1.485\times10^{-6}$$

in hartree. The root gives $\Gamma=1.477\times10^{-6}$ hartree, or $4.018\times10^{-5}$ eV. Relative to this value, the leading formula is 9.7% too large and the corrected one 0.5% too large. The lifetime is $1/\Gamma=6.772\times10^5$ atomic units of time, or 16.38 ps.

The second-order energy displacement (26) is estimated as $-(1.477\times10^{-6})^2/0.1=-2.2\times10^{-11}$ hartree. The difference between the full root and the root without the $A^2$ term is $-2.15\times10^{-11}$ hartree, which supports the estimate.

The following table shows how the width formulas deteriorate with increasing field. Here $\Gamma_0=e^{-2/(3F)}$, and $\Gamma$ comes from the complex root.

| $F$ | $\Gamma$ (hartree) | $\Gamma/\Gamma_0$ | $1-5F/3$ |
|---:|---:|---:|---:|
| 0.02 | $3.225\times10^{-15}$ | 0.966 | 0.967 |
| 0.05 | $1.477\times10^{-6}$ | 0.912 | 0.917 |
| 0.10 | $1.020\times10^{-3}$ | 0.802 | 0.833 |

At $F=0.10$ the leading width is 25% too large and the corrected one 3.9% too large, relative to the root. The energy through $F^4$ is $-0.506938$ hartree, against $-0.507202$ hartree for the root, an error of 3.7% of the shift. As an independent test, diagonalization of the complex-scaled Hamiltonian reproduces the complex energies at $F=0.05$ and $0.10$ to within $10^{-9}$ hartree.

These numbers settle the opening question for this model. At $F=0.05$ the width is about 0.1% of the Stark shift, and a real-energy calculation may suffice if only the level position is wanted and an error of the order of $\Gamma$ is tolerated. At $F=0.10$ the width is 14% of the shift, so the level is spread over about $10^{-3}$ hartree and a single real energy does not describe it at that resolution. Its centre is much less affected: by (26), dropping the $A^2$ term moves $E_r$ by only about $\Gamma^2/(2F)\approx5\times10^{-6}$ hartree. This is not the error of a real eigenvalue computed in a box. With a wall beyond the barrier exit, the solution on the right is $B+cA$, where the real number $c=-B/A$ is evaluated at the wall. Replacing $i$ by $c$ in (19) displaces the eigenvalue by $-c\,\Gamma/2$. This is of first order in $\Gamma$, typically several $10^{-4}$ hartree at $F=0.10$. It varies with the wall position and is larger when the wall lies near a zero of $A$. A lifetime requires the width at either field, from the complex root, from (20), or from a separate tunnelling calculation.

For a well $-g\delta(x)$ with $g>0$, set $x=u/g$. Since $\delta(u/g)=g\delta(u)$, the Hamiltonian becomes

$$H=g^2\left[-\frac12\frac{d^2}{du^2}-\delta(u)-\frac F{g^3}u\right]. \tag{31}$$

The relevant field is therefore $F/g^3$, and both $E_r$ and $\Gamma$ are multiplied by $g^2$. The small-field formulas require $F/g^3\ll1$; once this ratio is no longer small, (10) must be solved directly. The coefficients belong to a zero-range well in one dimension. A Coulomb tail or a well of finite range changes both the bound state and the barrier, so the coefficients must be derived anew.

## Values computed for the example and the checks

```
Airy product coefficients c1, c2, c3: 5/32 1155/2048 425425/65536
k series in w = F^2: 335725*w**3/1024 + 855*w**2/128 + 5*w/8 + 1
Energy coefficients E2, E4, E6: -5/8 -55/8 -10625/32
E6 as decimal: -332.0312; from roots at small F: -332.0164
Width slope from roots at small F: -1.66603
Worked example, Hartree atomic units unless stated
F = 0.05; s = 0.464159
z0 = 4.656562 (real part)
Second-order shift = -0.00156250 hartree
Fourth-order shift = -0.00004297 hartree
Sixth-order shift = -0.00000519 hartree
Energy through F^4 = -0.50160547 hartree
Real part of Airy root = -0.50161295 hartree
Same in eV = -13.64958 eV
Real shift from decay term = -2.152e-11 hartree
Barrier exit = 10.00 bohr; exponent = 13.33333
Leading width = 1.61960e-06 hartree
Width with factor 1-5F/3 = 1.48463e-06 hartree
Linearized width = 1.47665e-06 hartree
Width of Airy root = 1.47665e-06 hartree
Same in eV = 4.0182e-05 eV
Lifetime 1/Gamma = 6.77207e+05 a.u. = 16.381 ps
Comparison: F, E through F^4, E root (hartree)
  0.02  -0.50025110  -0.50025112
  0.05  -0.50160547  -0.50161295
  0.10  -0.50693750  -0.50720185
Comparison: F, leading width, root width (hartree), ratio, 1-5F/3
  0.02  3.33824e-15  3.22513e-15  0.96612  0.96667
  0.05  1.61960e-06  1.47665e-06  0.91174  0.91667
  0.10  1.27263e-03  1.02029e-03  0.80172  0.83333
Complex-scaled diagonalization: F, E_r, Gamma (hartree)
  0.05  -0.50161295  1.47665e-06
  0.10  -0.50720185  1.02029e-03
Flux over norm at F = 0.10, X = 12 bohr: 1.02029e-03 a.u.
```
